# Contact resistance of a finite pad and the extraction of contact resistivity: a numerical check

```python
# Result under test: a film of sheet resistance RSH under a metal pad of
# length PAD and width W has contact resistance
#     Rc = (RSH*LT/W) * coth(PAD/LT),   LT = sqrt(RHO/RSH),
# where RHO is the specific contact resistivity. Two pads with gap d give
# R(d) = a + b*d with a = 2*Rc, b = RSH/W, from which RHO is extracted.
# Resistances are in hbar/e^2 (atomic unit), lengths in angstrom.
import numpy as np
from scipy import constants, sparse
from scipy.linalg import solve_banded
from scipy.sparse.linalg import spsolve

RSH, RHO, PAD, W, THICK = 0.1, 1.0e7, 1.5e4, 1.0e6, 1.0e3
GAPS = np.array([1, 2, 3, 4, 6, 8]) * 1.0e4
SIGMA = np.array([2, 2, 3, 3, 4, 5]) * 1.0e-5
LT = np.sqrt(RHO / RSH)
U = PAD / LT


def coth(x):
    return 1 / np.tanh(x)


def device(gap, pad=PAD, under=1.0):
    """Resistor network of pad-gap-pad; 'under' scales RSH below the pads.
    Returns total resistance and pad cell currents from the gap side."""
    n_pad, n_gap = 3000, 400
    dx = np.r_[np.full(n_pad, pad / n_pad), np.full(n_gap, gap / n_gap),
               np.full(n_pad, pad / n_pad)]
    covered = np.r_[np.ones(n_pad), np.zeros(n_gap), np.ones(n_pad)]
    series = RSH * np.where(covered > 0, under, 1.0) * dx / W
    leak = covered * W * dx / RHO
    link = 2 / (series[:-1] + series[1:])
    diagonal = leak.copy()
    diagonal[:-1] += link
    diagonal[1:] += link
    band = np.zeros((3, dx.size))
    band[0, 1:], band[1], band[2, :-1] = -link, diagonal, -link
    metal = np.zeros(dx.size)
    metal[:n_pad] = 1.0
    volt = solve_banded((1, 1), band, leak * metal)
    current = (leak * (1 - volt))[:n_pad][::-1]
    return 1 / current.sum(), current


def contact_from_network(pad=PAD, under=1.0):
    gap = GAPS[0]
    return (device(gap, pad, under)[0] - RSH * gap / W) / 2


def film_2d(t, pad, nz=12):
    """Contact resistance of a film of thickness t by 2D finite volumes,
    in units where sheet resistance, transfer length and width are 1."""
    h = t / nz
    n_lead, n_pad = 3 * nz, int(round(pad / h))
    assert abs(n_pad * h - pad) < 1e-9
    nx = n_lead + n_pad

    def path(n):
        d = np.full(n, 2.0)
        d[0] = d[-1] = 1.0
        return sparse.diags([-np.ones(n - 1), d, -np.ones(n - 1)], [-1, 0, 1])

    to_metal = np.zeros((nx, nz))
    to_metal[n_lead:, -1] = h / (1 + t * h / 2)
    to_source = np.zeros((nx, nz))
    to_source[0, :] = 2 / t
    matrix = (sparse.kron(path(nx), sparse.identity(nz))
              + sparse.kron(sparse.identity(nx), path(nz))) / t
    matrix = matrix + sparse.diags([(to_metal + to_source).ravel()], [0])
    volt = spsolve(matrix.tocsc(), to_source.ravel())
    return 1 / np.sum(to_source.ravel() * (1 - volt)) - 3 * t


# Contact formula, current distribution and limits against the network
rc_formula = RSH * LT / W * coth(U)
rc_network = contact_from_network()
assert abs(rc_network / rc_formula - 1) < 1e-6
cells = device(GAPS[0])[1]
share = cells[:int(round(cells.size / U))].sum() / cells.sum()
assert abs(share - (1 - np.sinh(U - 1) / np.sinh(U))) < 1e-5
far_ratio = cells[-1] / cells[0]
assert abs(far_ratio - 1 / np.cosh(U)) < 1e-3  # half-cell offset
short = 0.2 * LT
short_limit = RHO / (short * W) + RSH * short / (3 * W)
assert abs(contact_from_network(short) / short_limit - 1) < 1e-4
long_limit = np.sqrt(RHO * RSH) / W
assert abs(contact_from_network(8 * LT) / long_limit - 1) < 1e-5

# Finite film thickness: leading effect is RHO -> RHO + RSH*t^2/3
thin = THICK / LT
excess = []
for t in (thin, 2 * thin):
    r2d = film_2d(t, U)
    lt_eff = np.sqrt(1 + t**2 / 3)
    excess.append(r2d / coth(U) - 1)
    remaining = r2d / (lt_eff * coth(U / lt_eff)) - 1
    assert 0 < excess[-1] < t**2 and abs(remaining) < 0.25 * excess[-1]
assert 3.5 < excess[1] / excess[0] < 4.5

# Weighted line fit and inversion
design = np.vstack([np.ones(GAPS.size), GAPS]).T
weight = 1 / SIGMA**2
S0, S1, S2 = weight.sum(), (weight * GAPS).sum(), (weight * GAPS**2).sum()
COV = np.array([[S2, -S1], [-S1, S0]]) / (S0 * S2 - S1**2)


def fit(resistance):
    return COV @ (design.T @ (weight * resistance).T)


def extract(a, b):
    target = a / (2 * b)
    low, high = 0 * target, 1.0 * target
    for _ in range(60):
        mid = (low + high) / 2
        below = mid * coth(PAD / mid) < target
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    length = (low + high) / 2
    return length, b * W * length**2


def relative_errors(a, b, length):
    """Relative standard errors of transfer length, RHO, and RHO without
    the covariance term; also the sensitivity factor k."""
    u = PAD / length
    k = 1 / (1 + 2 * u / np.sinh(2 * u))
    va, vb, vab = COV[0, 0] / a**2, COV[1, 1] / b**2, COV[0, 1] / (a * b)
    p, q = 2 * k, 1 - 2 * k
    naive = p**2 * va + q**2 * vb
    return (k * np.sqrt(va + vb - 2 * vab), np.sqrt(naive + 2 * p * q * vab),
            np.sqrt(naive), k)


exact = np.array([device(d)[0] for d in GAPS])
a0, b0 = fit(exact)
lt0, rho0 = extract(a0, b0)
assert abs(rho0 / RHO - 1) < 1e-5 and abs(b0 * W / RSH - 1) < 1e-6
assert abs(a0**2 * W / (4 * b0) / RHO - coth(U)**2) < 1e-5

# Sensitivities by finite differences
err_lt0, err_rho0, err_naive0, k0 = relative_errors(a0, b0, lt0)
step = 1e-4
slope_a = np.log(extract(a0 * (1 + step), b0)[1]
                 / extract(a0 * (1 - step), b0)[1]) / (2 * step)
slope_b = np.log(extract(a0, b0 * (1 + step))[1]
                 / extract(a0, b0 * (1 - step))[1]) / (2 * step)
assert abs(slope_a - 2 * k0) < 1e-5 and abs(slope_b - (1 - 2 * k0)) < 1e-5

# Repeated synthetic experiments test the error bars
rng = np.random.default_rng(7)
measured = np.round(exact + SIGMA * rng.standard_normal(GAPS.size), 6)
trials = exact + SIGMA * rng.standard_normal((20000, GAPS.size))
ta, tb = fit(trials)
tlt, trho = extract(ta, tb)
mc_rho, mc_lt = trho.std() / RHO, tlt.std() / LT
assert abs(mc_rho / err_rho0 - 1) < 0.03
assert abs(mc_lt / err_lt0 - 1) < 0.03
assert err_naive0 < 0.95 * mc_rho
coverage = np.mean(abs(trho - RHO) < trho * relative_errors(ta, tb, tlt)[1])
assert abs(coverage - 0.683) < 0.02

# Doubled sheet resistance under the pads: straight line, wrong RHO
altered = np.array([device(d, under=2.0)[0] for d in GAPS])
aa, ab = fit(altered)
lt_under = np.sqrt(RHO / (2 * RSH))
rc_under = 2 * RSH * lt_under / W * coth(PAD / lt_under)
assert abs(aa / (2 * rc_under) - 1) < 1e-5
assert np.max(abs(aa + ab * GAPS - altered) / altered) < 1e-7
false_ratio = extract(aa, ab)[1] / RHO
assert false_ratio > 1.3

# The single synthetic data set
a, b = fit(measured)
lt_fit, rho_fit = extract(a, b)
e_lt, e_rho, e_naive, k = relative_errors(a, b, lt_fit)
assert abs(rho_fit - RHO) < 4 * e_rho * rho_fit
chi2 = np.sum(((measured - a - b * GAPS) / SIGMA)**2)
sa, sb = np.sqrt(np.diag(COV))
ohm = constants.hbar / constants.e**2
to_cm = ohm * 1e-16

print(f"resistance unit hbar/e^2 = {ohm:.3f} ohm")
print(f"input Rsh = {RSH:.3f} hbar/e^2 per square")
print(f"input rho_c = {RHO:.3e} (hbar/e^2) A^2")
print(f"pad length L = {PAD:.0f} A, width W = {W:.0f} A")
print(f"film thickness t = {THICK:.0f} A")
print(f"true LT = {LT:.1f} A, L/LT = {U:.3f}, coth = {coth(U):.5f}")
print(f"Rc formula = {rc_formula*1e3:.6f} 1e-3 hbar/e^2")
print(f"Rc network = {rc_network*1e3:.6f} 1e-3 hbar/e^2")
print(f"current share within first LT = {share:.4f}")
print(f"far/front current density = {far_ratio:.4f}")
print(f"2D excess of Rc at t/LT={thin:.1f}: {100*excess[0]:.3f} percent")
print(f"2D excess of Rc at t/LT={2*thin:.1f}: {100*excess[1]:.3f} percent")
print("gap (A), measured R, sigma (both 1e-3 hbar/e^2), residual/sigma:")
for d, r, s in zip(GAPS, measured, SIGMA):
    print(f"  {d:.0f}  {r*1e3:.3f}  {s*1e3:.3f}  {(r-a-b*d)/s:+.2f}")
print(f"sum w = {S0:.7e} (hbar/e^2)^-2")
print(f"sum w d = {S1:.7e} A (hbar/e^2)^-2")
print(f"sum w d^2 = {S2:.7e} A^2 (hbar/e^2)^-2")
print(f"sum w R = {(weight*measured).sum():.7e} (hbar/e^2)^-1")
print(f"sum w d R = {(weight*GAPS*measured).sum():.7e} A (hbar/e^2)^-1")
print(f"intercept a = {a*1e3:.5f} +- {sa*1e3:.5f} 1e-3 hbar/e^2")
print(f"slope b = {b*1e7:.5f} +- {sb*1e7:.5f} 1e-7 (hbar/e^2)/A")
print(f"correlation of a and b = {COV[0,1]/(sa*sb):.4f}")
print(f"chi-square = {chi2:.2f} for {GAPS.size-2} degrees of freedom")
print(f"fitted Rsh = {b*W:.5f} +- {sb*W:.5f} hbar/e^2 per square")
print(f"fitted Rc = {a*500:.5f} +- {sa*500:.5f} 1e-3 hbar/e^2")
print(f"a/(2b) = {a/(2*b):.1f} A")
print(f"fitted LT = {lt_fit:.1f} +- {e_lt*lt_fit:.1f} A")
print(f"fitted L/LT = {PAD/lt_fit:.4f}, factor k = {k:.4f}")
print(f"fitted rho_c = {rho_fit/1e7:.4f} +- {e_rho*rho_fit/1e7:.4f}"
      " 1e7 (hbar/e^2) A^2")
print(f"fitted rho_c = {rho_fit*to_cm*1e6:.3f} +- "
      f"{e_rho*rho_fit*to_cm*1e6:.3f} 1e-6 ohm cm^2")
print(f"input rho_c = {RHO*to_cm*1e6:.3f} 1e-6 ohm cm^2")
print(f"(fit - input)/standard error = {(rho_fit-RHO)/(e_rho*rho_fit):+.2f}")
print(f"relative error of rho_c = {100*e_rho:.2f} percent")
print(f"same without covariance = {100*e_naive:.2f} percent")
print(f"long-pad shortcut rho_c = {a*a*W/(4*b)/1e7:.4f} 1e7 (hbar/e^2) A^2")
print(f"shortcut/true for exact data = {coth(U)**2:.4f}")
print(f"propagated error at true values = {100*err_rho0:.2f} percent")
print(f"scatter of {trho.size} repeats = {100*mc_rho:.2f} percent")
print(f"one-sigma coverage = {100*coverage:.1f} percent")
print(f"apparent/true rho_c, doubled Rsh under pads = {false_ratio:.3f}")
print("checks complete")
```

Running it gives:

```
resistance unit hbar/e^2 = 4108.236 ohm
input Rsh = 0.100 hbar/e^2 per square
input rho_c = 1.000e+07 (hbar/e^2) A^2
pad length L = 15000 A, width W = 1000000 A
film thickness t = 1000 A
true LT = 10000.0 A, L/LT = 1.500, coth = 1.10479
Rc formula = 1.104791 1e-3 hbar/e^2
Rc network = 1.104791 1e-3 hbar/e^2
current share within first LT = 0.7553
far/front current density = 0.4252
2D excess of Rc at t/LT=0.1: 0.214 percent
2D excess of Rc at t/LT=0.2: 0.842 percent
gap (A), measured R, sigma (both 1e-3 hbar/e^2), residual/sigma:
  10000  3.210  0.020  -0.24
  20000  4.216  0.020  +0.40
  30000  5.201  0.030  +0.00
  40000  6.183  0.030  -0.37
  60000  8.191  0.040  +0.27
  80000  10.160  0.050  -0.12
sum w = 8.2472222e+09 (hbar/e^2)^-2
sum w d = 2.2227778e+14 A (hbar/e^2)^-2
sum w d^2 = 8.8377778e+18 A^2 (hbar/e^2)^-2
sum w R = 4.0397264e+07 (hbar/e^2)^-1
sum w d R = 1.3714992e+12 A (hbar/e^2)^-1
intercept a = 2.22184 +- 0.01940 1e-3 hbar/e^2
slope b = 0.99305 +- 0.00593 1e-7 (hbar/e^2)/A
correlation of a and b = -0.8233
chi-square = 0.45 for 4 degrees of freedom
fitted Rsh = 0.09930 +- 0.00059 hbar/e^2 per square
fitted Rc = 1.11092 +- 0.00970 1e-3 hbar/e^2
a/(2b) = 11187.0 A
fitted LT = 10096.5 +- 108.8 A
fitted L/LT = 1.4857, factor k = 0.7661
fitted rho_c = 1.0123 +- 0.0163 1e7 (hbar/e^2) A^2
fitted rho_c = 4.159 +- 0.067 1e-6 ohm cm^2
input rho_c = 4.108 1e-6 ohm cm^2
(fit - input)/standard error = +0.76
relative error of rho_c = 1.61 percent
same without covariance = 1.38 percent
long-pad shortcut rho_c = 1.2428 1e7 (hbar/e^2) A^2
shortcut/true for exact data = 1.2206
propagated error at true values = 1.62 percent
scatter of 20000 repeats = 1.62 percent
one-sigma coverage = 68.6 percent
apparent/true rho_c, doubled Rsh under pads = 1.499
checks complete
```
